# Height-index correlation in grating fits and the value of another angle

**Question.** A reflectance spectrum from a grating is fitted for line height and line refractive index. Why do the two fitted values tend to err in opposite directions, and how much does a second angle of incidence help?

**Answer.**

## The shared phase

Light reflected from the top of the grating interferes with light that has travelled through the lines and back. The fringes depend on the optical phase of that passage. Taller lines increase the phase, and so does a higher index. A fit can therefore raise the index, lower the height, and leave the fringes almost where they were.

The exchange is imperfect because the index also changes the strengths of the interface reflections. It also depends on angle: at oblique incidence a given relative change of index changes the phase by a larger relative amount. A height change that hides an index error at one angle can thus fail to hide it at another.

To make this quantitative, take lines of height $h$ and index $n$ in air, with known period, fill factor $f$ and substrate index $n_s$. All materials are lossless and non-dispersive. The electric field lies along the lines (TE polarization), the plane of incidence is perpendicular to them, and only the zeroth order is reflected.

## Sensitivities in the layer limit

For a period much shorter than the wavelength $\lambda$, the TE wave sees a layer whose permittivity is the area average,

$$\varepsilon=fn^2+1-f .$$

Let $s=\sin\theta$, where $\theta$ is the angle of incidence in air. In units of $2\pi/\lambda$, the normal wavevector components in air, layer and substrate are

$$q_0=\cos\theta,\qquad q_1=\sqrt{\varepsilon-s^2},\qquad q_2=\sqrt{n_s^2-s^2}.$$

The one-way phase is $\beta=2\pi hq_1/\lambda$. With $r_{01}=(q_0-q_1)/(q_0+q_1)$ and $r_{12}=(q_1-q_2)/(q_1+q_2)$, summing the multiple reflections gives

$$r=\frac{r_{01}+r_{12}e^{2i\beta}}{1+r_{01}r_{12}e^{2i\beta}} .$$

For real $q_0,q_1,q_2$, subtracting $R=|r|^2$ from one cancels the cosine in the numerator:

$$1-R=\frac{(1-r_{01}^2)(1-r_{12}^2)}{1+r_{01}^2r_{12}^2+2r_{01}r_{12}\cos2\beta}.$$

Multiply numerator and denominator by $(q_0+q_1)^2(q_1+q_2)^2$. The numerator becomes $16q_0q_1^2q_2$. With $P=(q_0+q_1)(q_1+q_2)$ and $M=(q_0-q_1)(q_1-q_2)$, the denominator is

$$P^2+M^2+2PM\cos2\beta=(P+M)^2\cos^2\beta+(P-M)^2\sin^2\beta .$$

Expanding the products gives $P+M=2q_1(q_0+q_2)$ and $P-M=2(q_1^2+q_0q_2)$. Hence

$$R=1-\frac{4q_0q_2}{D},\qquad D=(q_0+q_2)^2\cos^2\beta+\left(q_1+\frac{q_0q_2}{q_1}\right)^2\sin^2\beta .$$

Relative changes are compared by using $\ln h$ and $\ln n$ as parameters. Height enters only through $\beta$, and $\partial\beta/\partial\ln h=\beta$. At fixed $q_1$,

$$\frac{\partial D}{\partial\beta}=K\sin2\beta,\qquad K=\left(q_1+\frac{q_0q_2}{q_1}\right)^2-(q_0+q_2)^2=\frac{(q_1^2-q_0^2)(q_1^2-q_2^2)}{q_1^2}.$$

Since $dR=(4q_0q_2/D^2)\,dD$, the height sensitivity is

$$a\equiv\frac{\partial R}{\partial\ln h}=\frac{4q_0q_2}{D^2}\,\beta K\sin2\beta .$$

For the index, differentiating $q_1^2=fn^2+1-f-s^2$ gives

$$\gamma\equiv\frac{\partial\ln q_1}{\partial\ln n}=\frac{fn^2}{\varepsilon-s^2}.$$

A change of $\ln q_1$ changes $\ln\beta$ equally, which reproduces $a$. It also changes $D$ at fixed $\beta$:

$$\left.\frac{\partial D}{\partial\ln q_1}\right|_\beta=2\left(q_1+\frac{q_0q_2}{q_1}\right)\left(q_1-\frac{q_0q_2}{q_1}\right)\sin^2\beta .$$

Therefore

$$c\equiv\frac{\partial R}{\partial\ln n}=\gamma(a+b),\qquad b=\frac{8q_0q_2}{D^2}\left(q_1^2-\frac{q_0^2q_2^2}{q_1^2}\right)\sin^2\beta .$$

The phase part $a$ carries a factor $\beta$ that $b$ lacks. Over a band containing fringes, $a$ therefore dominates for tall lines, provided $K$ is not small. The spectra $a$ and $c$ are then nearly proportional, although not at every wavelength, since $a$ vanishes at the fringe extrema.

There is also a degenerate case. If $q_1^2=q_0q_2$, then $b=0$ throughout the band. In the layer model, one angle then cannot separate small changes of height and index, however many wavelengths are measured.

## From parallel spectra to correlated errors

Regard $a$ and $c$ as vectors over the measured wavelengths, with angle $\phi$ between them. For independent noise of equal standard deviation $\sigma$, the linearized least-squares covariance is

$$C=\sigma^2\begin{pmatrix}a\cdot a&a\cdot c\\a\cdot c&c\cdot c\end{pmatrix}^{-1}
=\frac{\sigma^2}{|a|^2|c|^2\sin^2\phi}\begin{pmatrix}c\cdot c&-a\cdot c\\-a\cdot c&a\cdot a\end{pmatrix}.$$

The variances are thus $\sigma^2/(|a|^2\sin^2\phi)$ for $\ln h$ and $\sigma^2/(|c|^2\sin^2\phi)$ for $\ln n$. The correlation of the two errors is $-\cos\phi$. Nearly parallel sensitivities produce strongly anticorrelated errors. The sign rests on the phase term dominating. For short lines, $\beta\ll1$, the formulas give $a\propto K$ and $a+b\propto 2q_1^2-q_0^2-q_2^2$ with the same positive factor. If $(q_0^2+q_2^2)/2<q_1^2<q_2^2$, the two sensitivities are antiparallel and the errors are positively correlated. With $n=2.2$, $n_s=2$, $f=0.5$, period 120 nm and $h=40$ nm, the correlation at normal incidence is $+0.97$.

A condition number depends on parameter units unless the columns are scaled. After scaling each to unit length, the matrix of their scalar products has eigenvalues $1\pm\cos\phi$. For acute $\phi$, the ratio of singular values is

$$\kappa=\sqrt{\frac{1+\cos\phi}{1-\cos\phi}}=\cot\frac{\phi}{2}.$$

## What a second angle adds

At angle number $i$, split $c_i$ into a part along $a_i$ and a remainder $e_i$ perpendicular to it:

$$c_i=\Gamma_i a_i+e_i,\qquad \Gamma_i=\frac{a_i\cdot c_i}{A_i},\qquad A_i=a_i\cdot a_i,\qquad S_i=e_i\cdot e_i .$$

Here $\Gamma_i$ is the exchange rate: the height change $\delta\ln h=-\Gamma_i\,\delta\ln n$ best hides an index change at that angle. The information that remains about $\ln n$ is $S_i$.

Two angles must share one compensation rate $\mu$. The information left after the best common compensation is

$$S_{\rm tot}=\min_\mu\sum_{i=1}^2\left[S_i+A_i(\Gamma_i-\mu)^2\right].$$

Setting the derivative to zero gives $\mu=(A_1\Gamma_1+A_2\Gamma_2)/(A_1+A_2)$. The deviations $\Gamma_1-\mu$ and $\Gamma_2-\mu$ are $A_2(\Gamma_1-\Gamma_2)/(A_1+A_2)$ and $-A_1(\Gamma_1-\Gamma_2)/(A_1+A_2)$. Substitution yields

$$S_{\rm tot}=S_1+S_2+\frac{A_1A_2}{A_1+A_2}(\Gamma_1-\Gamma_2)^2,\qquad \mathrm{Var}(\ln n)=\frac{\sigma^2}{S_{\rm tot}} .$$

This identity does not require the layer approximation. Its last term is the benefit of unequal exchange rates. Repeating the same angle makes that term zero: the errors fall by $\sqrt2$, but $\kappa$ stays unchanged.

Since $S_{\rm tot}\ge S_1$, added data cannot increase the variance of $\ln n$; exchanging the roles of the parameters proves the same for $\ln h$. There is no such guarantee for $\kappa$, because $\sin^2\phi=S_{\rm tot}/(|c_1|^2+|c_2|^2)$, and the denominator can grow faster than the numerator.

## A grating measured at 0° and 60°

Take period 120 nm, $f=0.5$, $h=450$ nm, $n=1.65$ and $n_s=2$. Each spectrum has 36 points from 450 to 800 nm, with $\sigma=2.0\times10^{-4}$ in reflectance. These are model parameters. The sensitivities below come from rigorous coupled-wave analysis, which retains the periodic structure.

In the layer model the exchange rate is $\Gamma=\gamma\,[1+(a\cdot b)/(a\cdot a)]$. The second term in the brackets is small here, so $\gamma$ alone is a good estimate. With $\varepsilon=1.861$,

$$\gamma(0^\circ)=\frac{0.5(1.65)^2}{1.861}=0.731,\qquad
\gamma(60^\circ)=\frac{0.5(1.65)^2}{1.861-0.75}=1.225 .$$

The grating calculation gives $\Gamma_1=0.753$ and $\Gamma_2=1.264$, about 3% higher in each case. The layer model is less suitable for the fit itself: at a period of only 60 nm, its largest reflectance error at normal incidence is 0.0026, already 13 times $\sigma$.

At normal incidence the column angle is only 4.16°. The degenerate index in the layer model is $\sqrt3=1.732$, not far from 1.65, so this example is a demanding one. The degenerate condition can also be met by changing the angle: $q_1^2-q_0q_2$ is $1.861-2<0$ at 0° and $1.111-0.901>0$ at 60°, and it vanishes near 40°. A single grating spectrum at 38° has $\kappa\approx190$, so an oblique angle alone is not always the better choice. The direct sums are $A_1=9.912$, $S_1=0.0297$, $A_2=43.97$ and $S_2=1.118$. The term due to unequal exchange rates is

$$\frac{9.912\times43.97}{9.912+43.97}(0.5108)^2=2.11 .$$

Thus $S_{\rm tot}=0.030+1.118+2.111=3.26$, with 65% coming from the difference in exchange rates. The index error is

$$\sigma_n=n\frac{\sigma}{\sqrt{S_{\rm tot}}}=1.65\,\frac{2.0\times10^{-4}}{\sqrt{3.258}}=1.83\times10^{-4}.$$

The measurement choices compare as follows:

| Angles | $\kappa$ | $\sigma_h$ (nm) | $\sigma_n$ |
|---|---:|---:|---:|
| 0° once | 27.6 | 0.394 | 0.00192 |
| 0° twice | 27.6 | 0.279 | 0.00136 |
| 60° once | 15.9 | 0.108 | 0.00031 |
| 0° and 60° | 9.6 | 0.060 | 0.00018 |

For the same number of points, replacing a repeat at 0° by a spectrum at 60° lowers $\kappa$ by a factor of 2.9, the height error by 4.7 and the index error by 7.4. Part of this gain arises because 60° is the better single angle. Measuring 60° twice would leave $\kappa=15.9$ and give $\sigma_h=0.108/\sqrt2=0.077$ nm. The mixed pair still improves on that. This is not a general rule: two spectra at 75° give $\sigma_h=0.033$ nm and $\sigma_n=0.00008$, slightly better than 0.036 nm and 0.00009 for 0° and 75°.

The correlation changes less dramatically, from $-0.997$ to $-0.979$. It equals $-\cos\phi$, which stays near $-1$ while $\phi$ is small, and here $\phi$ grows only from 4.16° to 11.87°. Small errors and weak correlation are different goals.

A finite parameter change shows the mechanism directly. Raising $n$ by 1% alone changes the normal-incidence spectrum by 0.0040 rms. Lowering $h$ to 446.64 nm at the same time reduces this to 0.00026, about $1.3\sigma$ per point. Summed over 36 points the residual still gives $\chi^2\approx59$, so the shift is much reduced but remains detectable: it is an index change of 0.0165 against $\sigma_n=0.0019$. At 60° the same pair of changes leaves 0.0059 rms, about 29 times $\sigma$.

Nonlinear fits to 150 noisy spectra per choice, started at the true values, test the linear error estimates with a 25% tolerance. They do not test convergence from a poor initial guess. At 0° they agree within 1%. For the pair, the fitted scatter is about 10% larger than predicted. The sampling uncertainty of a standard deviation from 150 fits is about 6%, so this difference alone does not establish a failure of the linear theory.

## When conditioning does not improve

A small change of angle need not improve $\kappa$. Adding 15° to 0° gives $\kappa=27.8$, slightly worse than 27.6 for 0° alone. Adding 30°, 45° and 75° gives 21.4, 13.9 and 7.3.

Even a large separation need not help $\kappa$. With $n_s=3.5$ and the other parameters unchanged, two spectra at 0° give $\kappa=6.5$, whereas 0° and 60° give 8.0. Yet $\sigma_h$ falls from 0.033 to 0.028 nm and $\sigma_n$ from 0.00017 to 0.00009.

The layer formula shows why normal incidence starts from a better position here. Relative to the phase term, the interface term scales as $|q_1^2-q_0^2q_2^2/q_1^2|/|K|$. At 0° this ratio is 0.29 for $n_s=2$ and 0.98 for $n_s=3.5$, so the second grating already separates height from index better at one angle.

These errors describe independent random noise with only $h$ and $n$ free. An unknown fill factor, substrate index or angle offset adds another sensitivity column, and the conditioning must then be recalculated with that column included. An unknown fill factor is especially serious: in the layer limit TE light sees $f$ and $n$ only through $\varepsilon$, so no choice of angles in TE polarization can separate them. TM light sees a different average, $1/(f/n^2+1-f)$ at normal incidence, and can. For the 120 nm grating measured in TE at 0° and 60°, freeing $f$ raises $\sigma_n$ from 0.00018 to 0.0017. If the noise differs between measurements, each row must first be divided by its own standard deviation. The numerical output follows.

## Computed results

```
period 120 nm, fill 0.50, height 450 nm
line index 1.65, substrate index 2.00
wavelengths 450 to 800 nm, 36 points per angle
reflectance noise sigma 2.0e-04
layer permittivity 1.8613
matched line index, layer model at 0 deg: 1.7321
max layer-model error in R, period 60 nm: 0.00258
max layer-model error in R, period 30 nm: 0.00065
0 deg: layer gamma 0.7314, grating G 0.7528
0 deg: A 9.9121, S 0.02966, column angle 4.16 deg
60 deg: layer gamma 1.2250, grating G 1.2636
60 deg: A 43.9674, S 1.11780, column angle 7.19 deg
column angle, 0 and 60 deg stacked: 11.87 deg
plan: kappa, correlation, std h (nm), std n
0 deg once: 27.56, -0.99737, 0.3944, 0.001916
0 deg twice: 27.56, -0.99737, 0.2789, 0.001355
60 deg once: 15.91, -0.99213, 0.1084, 0.000312
0 and 60 deg: 9.62, -0.97860, 0.0596, 0.000183
kappa ratio, 0 deg twice / 0 and 60 deg: 2.87
std h ratio, same plans: 4.68
std n ratio, same plans: 7.41
between-angle term 2.11099, total S 3.25845
between-angle share of total S: 64.8 %
second angle with 0 deg: kappa, std h (nm), std n
15 deg: 27.80, 0.2776, 0.001322
30 deg: 21.37, 0.2038, 0.000902
45 deg: 13.89, 0.1074, 0.000406
60 deg: 9.62, 0.0596, 0.000183
75 deg: 7.31, 0.0356, 0.000089
test move: n to 1.6665, h to 446.642 nm
rms R change at 0 deg, n alone: 0.004001
rms R change at 0 deg, n and h: 0.000256
rms R change at 60 deg, n and h: 0.005872
fits per plan: 150
fit std, 0 deg once: h 0.3941 nm, n 0.001926
fit std, 0 and 60 deg: h 0.0660 nm, n 0.000200
matrix example kappa: before 20.05, after 63.26
substrate index 3.5: kappa, std h (nm), std n
0 deg twice: 6.47, 0.0332, 0.000165
0 and 60 deg: 8.02, 0.0281, 0.000088
```
